Transfer length and resistance of a metal contact to a thin film

**Question**

A semiconductor film lies on an insulator. A metal pad of width W covers the film from x = 0 to x = L. Current flows through the uncovered film towards +x, passes under the front edge of the pad at x = 0, and leaks upwards into the metal. No current leaves the film at x = L.

The film has sheet resistance R_s = 10 kΩ per square, the same under the pad as outside it. The interface has contact resistivity ρ_c = 1 × 10⁻⁴ Ω cm²: a voltage V across it drives a current density V/ρ_c. The metal is an equipotential. The film is thin enough for its voltage to depend on x alone, and nothing varies across the width.

Let V(x) be the film voltage relative to the metal and I(x) the film current per unit width, positive towards +x. The contact resistance R_C is V(0) divided by the total current entering the contact. It excludes the uncovered film and any second contact. The algebra holds in any consistent system of units, atomic units included.

**Part (a).** Derive the differential equation for V(x). Identify the length that it contains, and calculate it.

**Model answer (a)**

Consider the film between x and x + dx. This strip has resistance R_s dx/W and carries the total current I W. The product is the voltage drop R_s I dx. Voltage falls in the direction of current, so

dV/dx = −R_s I. (1)

The interface above the strip has area W dx and takes the current (V/ρ_c) W dx out of the film. In a steady state no charge accumulates, hence

I(x) W = I(x + dx) W + (V/ρ_c) W dx.

Dividing by W dx and letting dx go to zero gives

dI/dx = −V/ρ_c. (2)

Now differentiate (1), with R_s constant, and insert (2):

d²V/dx² = −R_s dI/dx = (R_s/ρ_c) V.

The two minus signs cancel, so the solutions are growing and decaying exponentials, not oscillations. Since ρ_c is a resistance times an area and R_s is a resistance, ρ_c/R_s is an area. Its square root is the transfer length L_T:

d²V/dx² = V/L_T², L_T = √(ρ_c/R_s). (3)

With both quantities in ohms and centimetres,

L_T = √(10⁻⁴ Ω cm² / 10⁴ Ω) = √(10⁻⁸ cm²) = 10⁻⁴ cm = 1 µm.

A more resistive interface lengthens L_T, because the current needs more area to cross. A more resistive film shortens it, because travelling further along the film costs more voltage.

**Part (b).** Solve the equation for a pad of any length L and find R_C W.

**Model answer (b)**

It is convenient to measure distance from the far end, where the current vanishes. The general solution of (3) is

V = A cosh[(L − x)/L_T] + B sinh[(L − x)/L_T].

Differentiating the argument with respect to x gives −1/L_T. Equation (1) then yields

I = −(1/R_s) dV/dx = [1/(R_s L_T)] {A sinh[(L − x)/L_T] + B cosh[(L − x)/L_T]}.

At x = L the sinh is zero and the cosh is one, so I(L) = 0 requires B = 0. At the front edge the current per unit width is I₀:

I₀ = A sinh(L/L_T)/(R_s L_T), so A = I₀ R_s L_T / sinh(L/L_T).

The voltage under the pad is therefore

V(x) = I₀ R_s L_T cosh[(L − x)/L_T] / sinh(L/L_T). (4)

The total current is I₀ W, so R_C = V(0)/(I₀ W). Setting x = 0 in (4) gives

R_C W = R_s L_T coth(L/L_T). (5)

The product R_C W is useful because it does not depend on the width. Its unit is resistance times length, not resistance per length: a wider contact has a smaller R_C.

**Part (c).** Find the limits of (5) for long and short pads. Calculate the long-contact value, and decide how long a pad must be to count as long.

**Model answer (c)**

Write s = L/L_T. From the definition of the hyperbolic functions,

coth s = (1 + e^(−2s))/(1 − e^(−2s)) ≈ 1 + 2e^(−2s) for large s.

The long limit is thus

R_C W → R_s L_T = R_s √(ρ_c/R_s) = √(R_s ρ_c). (6)

For the given data,

R_C W = √(10⁴ Ω × 10⁻⁴ Ω cm²) = 1 Ω cm = 10⁴ Ω µm = 10 kΩ µm.

A long contact 10 µm wide therefore has a resistance of 1 kΩ. Equation (6) also says that it adds as much resistance as a length L_T of uncovered film.

For a short pad, expand numerator and denominator:

coth s ≈ (1 + s²/2)/[s(1 + s²/6)] ≈ (1/s)(1 + s²/3) = 1/s + s/3.

Since R_s L_T² = ρ_c, this gives

R_C W ≈ ρ_c/L + R_s L/3. (7)

The first term is the interface resistance with its whole area in use. The second comes from the film. When leakage is nearly uniform, the film current falls linearly as I₀(1 − x/L), and its heating per unit width is

∫₀ᴸ R_s I₀² (1 − x/L)² dx = R_s I₀² L/3.

Equation (5), with L_T = 1 µm, gives these values:

L = 0.5 µm: R_C W = 21.64 kΩ µm
L = 1 µm: R_C W = 13.13 kΩ µm
L = 2 µm: R_C W = 10.37 kΩ µm
L = 3 µm: R_C W = 10.05 kΩ µm
L = 5 µm: R_C W = 10.00 kΩ µm

For L = 0.5 µm, the short-pad formula (7) gives 20 + 1.67 = 21.67 kΩ µm, about 0.1% above (5). At L = L_T the resistance is still 31% above the long limit. At L = 3L_T it is 0.5% above it. Three transfer lengths are therefore enough if an excess of 0.5% is acceptable and the assumptions of the question hold. Further lengthening cannot bring R_C W below √(R_s ρ_c) in this model.

**Part (d).** For a long contact, find the fraction of the current that crosses within L_T of the edge. Compare the heat produced in the film with that produced at the interface.

**Model answer (d)**

For L much greater than L_T, the growing exponential is absent. Equations (4) and (1) become

V = V₀ e^(−x/L_T), I = I₀ e^(−x/L_T), V₀ = I₀ R_s L_T.

At x = L_T the film still carries I₀/e. The fraction already transferred is 1 − 1/e = 0.632, or 63%. The transfer length is thus a decay length, not a boundary beyond which the pad is idle.

The heat produced in the film, per unit width, is

P_film = ∫₀^∞ R_s I² dx = R_s I₀² ∫₀^∞ e^(−2x/L_T) dx = R_s I₀² L_T/2.

The interface produces

P_int = ∫₀^∞ (V²/ρ_c) dx = V₀² L_T/(2ρ_c) = I₀² R_s² L_T³/(2ρ_c).

Using L_T² = ρ_c/R_s in the last expression gives P_int = R_s I₀² L_T/2. Each contributes half the heat. A long contact resistance therefore cannot be assigned to the interface alone. Halving ρ_c at fixed R_s reduces R_C W by the factor 1/√2, a fall of 29%. The fall is less than 50% because the current then crowds into a shorter length.

**Part (e).** A long contact carries 1 µA/µm at 300 K. Find the voltage and interface current density at its edge. Then estimate the error of the linear interface law, supposing that the film is n-type and that electrons cross purely by thermionic emission.

**Model answer (e)**

The edge voltage is

V₀ = I₀ R_C W = (1 µA/µm)(10 kΩ µm) = 10 mV.

The interface current density there is V₀/ρ_c = 0.010 V/(10⁻⁴ Ω cm²) = 100 A/cm².

The thermal voltage is V_th = k_B T/q = 25.9 mV, where q is the elementary charge. Since V₀/V_th = 0.39 is not very small, the curvature of the interface law needs an estimate.

Let U = −V be the metal voltage relative to the film. Positive U is the forward direction for an n-type film, in which electrons leave the film. The thermionic current density from metal to film is

J = (V_th/ρ_c)[exp(U/V_th) − 1],

whose slope at U = 0 is 1/ρ_c, as required. Replacing the linear law in part (a) by this one gives

U″ = (R_s V_th/ρ_c)[exp(U/V_th) − 1].

Multiply by U′. The left side is the derivative of U′²/2, and the right side can be integrated over U. Both U and U′ vanish far under a long pad, which fixes the constant:

U′²/2 = (R_s V_th²/ρ_c)[exp(U/V_th) − 1 − U/V_th].

At the edge |U′| = R_s I₀, with I₀ now the magnitude of the current. Writing u = U(0)/V_th and dividing by the prefactor,

e^u − 1 − u = R_s ρ_c I₀²/(2V_th²) = ½(10 mV/25.9 mV)² ≈ 0.075.

This equation has one positive and one negative root. A bracketed numerical root search gives |U(0)|/I₀ = 9.4 kΩ µm for the forward direction and 10.7 kΩ µm for the reverse. Relative to the linear value, these are changes of −6% and +7%. In an n-type transistor the source injects electrons into the film, which is the reverse case, and the drain is the forward case. The two resistances add to 20.1 kΩ µm, so the changes nearly cancel in the sum at this current.

**Part (f).** The film is 40 nm thick, with uniform, isotropic resistivity. Show that its thickness barely alters the long-contact resistance.

**Model answer (f)**

Let t be the thickness and y the height above the insulating bottom. The film resistivity is ρ = R_s t. In two dimensions the potential φ obeys Laplace's equation, which is satisfied under the pad by

φ = C cos(κy) e^(−κx).

Its vertical derivative vanishes at y = 0, so no current enters the insulator. At y = t, the upward current density in the film must equal that through the interface:

−(1/ρ) ∂φ/∂y = φ/ρ_c, so κ tan(κt) = ρ/ρ_c = t/L_T².

For small κt, use tan(κt) ≈ κt + (κt)³/3. Dividing by t then gives

κ²(1 + κ²t²/3) ≈ 1/L_T², so 1/κ ≈ L_T[1 + t²/(6L_T²)].

For this mode, the film current per unit width is (κ/ρ)∫₀ᵗ φ dy. This equals κ/R_s times the potential averaged over the thickness. The ratio of average voltage to current is therefore R_s/κ, and

R_C W ≈ R_s L_T[1 + t²/(6L_T²)].

The relative correction is (0.040)²/6 = 2.7 × 10⁻⁴, or 0.027%.

The abrupt edge also excites modes that decay more quickly. They can be included by expanding the potential on both sides of x = 0 and matching potential and current there. The contact resistance is then defined by extrapolating the linear voltage of the distant uncovered film to the edge. A numerical solution with 30 modes gives an excess of 0.026%. The one-dimensional model is good here because L_T is 25 times t. It becomes less accurate as t approaches L_T: at t = L_T, with R_s and ρ_c unchanged, the two-dimensional resistance would be about 13% higher than the one-dimensional value.

**Part (g).** Treat the data as a rough model of a conductive, plasma-treated contact region in amorphous In-Ga-Zn-O. Take as rough values a mobility µ = 10 cm²/Vs, an effective mass m = 0.34 electron masses and a relative permittivity of 10. Assess depletion for a band bending of 0.3 eV, then tunnelling, and finally operation at 350 K.

**Model answer (g)**

The sheet conductance is 1/R_s = q n µ t, so the carrier density is

n = 1/(q µ R_s t) = 1/[(1.602 × 10⁻¹⁹ C)(10 cm²/Vs)(10⁴ Ω)(4 × 10⁻⁶ cm)] = 1.6 × 10¹⁹ cm⁻³.

**Depletion.** Assume fully ionised donors of density N = n and a layer of width w emptied of electrons. With permittivity ε, the field at distance z from the metal is qN(w − z)/ε. Its integral from 0 to w is the voltage qNw²/(2ε). Setting this equal to Ψ/q, where Ψ is the band bending, gives

w = √[2εΨ/(q²N)] = 4.6 nm.

The conducting thickness falls from 40 to 35.4 nm. At unchanged mobility, the sheet resistance under the pad rises to 10 × 40/35.4 = 11.3 kΩ per square. With ρ_c held fixed, (6) gives √(11.3 × 10) = 10.6 kΩ µm, where ρ_c = 10 kΩ µm². This is 6% above the original value. The abruptly emptied layer is an approximation: with Fermi-Dirac electrons in Poisson's equation, the missing charge corresponds to about 4.3 nm and the sheet resistance to about 11.2 kΩ per square, while R_C W stays at 10.6 kΩ µm.

**Tunnelling.** The barrier seen by an electron at the conduction-band edge of the undepleted film is Ψ(1 − z/w)². In the WKB approximation the tunnelling probability is e^(−G), with

G = (2/ħ)∫₀ʷ √(2mΨ) (1 − z/w) dz = w√(2mΨ)/ħ.

Inserting w gives G = Ψ/E₀₀, where

E₀₀ = (qħ/2)√[N/(mε)] = 0.040 eV.

Thus G = 0.30/0.040 ≈ 7.5. This value belongs to the idealised parabolic barrier. It leaves out the gradual edge of the depletion layer and image-force lowering, which at the interface field qNw/ε = 1.3 MV/cm is of order 0.14 eV, so G is only a guide to the size of the effect. Thermal excitation over the barrier is governed by k_B T = 0.026 eV. Since E₀₀ is larger, tunnelling dominates. The ratio E₀₀/k_B T is only about 1.5, so the tunnelling is thermally assisted: most of the current crosses near 0.1 eV above the band edge, where the barrier is thinner than at the band edge, and not over the top. In this simple model, a band bending of 0.3 eV would in fact make ρ_c more than a hundred times smaller than the given 10⁻⁴ Ω cm². The 0.3 eV is thus a trial value that shows the size of the effects, not a value consistent with the given ρ_c. The free-electron Fermi energy, ħ²(3π²n)^(2/3)/(2m) = 0.067 eV, also exceeds k_B T, so the electrons are degenerate. The thermionic numbers in part (e) and below therefore illustrate one mechanism and should not be read as predictions for a film doped this heavily. Equation (6) does not depend on the mechanism, but it does require an interface that is close to linear at the voltage applied.

**Temperature.** For pure thermionic emission over a barrier Φ, the current density is A*T² exp(−Φ/k_B T)[exp(qU/k_B T) − 1], with A* = 4πqmk_B²/h³. The inverse of its slope at U = 0 is

ρ_c = [k_B/(qA*T)] exp(Φ/k_B T).

Matching 10⁻⁴ Ω cm² at 300 K gives Φ = 0.247 eV. This is an effective value, separate from the assumed Ψ. At 350 K the same law gives ρ_c = 2.2 × 10⁻⁵ Ω cm². With R_s held fixed,

R_C W = √(10⁴ Ω × 2.19 × 10⁻⁵ Ω cm²) = 0.468 Ω cm = 4.7 kΩ µm.

The resistance would fall by 53%. Tunnelling should weaken this dependence, because tunnelling electrons need not be excited over the full barrier. The number is therefore an estimate for one mechanism, not a prediction for the device.

**Comparison with real contacts.** The chosen film is much more conductive than an undoped oxide channel in its off state. Real contact resistivities depend strongly on the metal and on the surface treatment, so 10 kΩ µm is a model result and not a material constant. Real contacts can also break the assumption of equal sheet resistance, since processing or reaction with the metal may change the film beneath the pad. If its sheet resistance there were halved at fixed ρ_c, (6) would give √(5 × 10) = 7.1 kΩ µm. By contrast, metal of roughly 1 Ω per square on a 10 µm pad, with its lead at the far end, adds about 0.01 kΩ µm, or 0.1%. A lead at the front edge adds less.
